# Mass redistribution by ion impact: cos 2θ and roughening beyond 45°, part 2

Ions striking a solid push atoms forward, which smooths or roughens a surface $z=h(x,y,t)$ even when no atom leaves. The beam direction is $\mathbf d=(\sin\theta,0,-\cos\theta)$, with flux $J$ per area normal to it. Each ion moves $N$ atoms of volume $\Omega$ by $\ell$ along the beam, and $\delta=N\ell$. Density is restored along the local surface normal. Subscripts on $h$ denote derivatives. In $h_t=S_xh_{xx}$, positive $S_x$ smooths.

A first derivation used the current $j$ of displaced atoms along the surface, with $\alpha=\arctan h_x$ and local incidence angle $\psi=\theta-\alpha$:

$$j=(J\cos\psi)\,N\,(\ell\sin\psi)=J\delta\sin\psi\cos\psi
=\frac{J\delta}{2}\sin2(\theta-\alpha).\tag{1}$$

$$h_t=\Omega J\delta\,\cos[2(\theta-\arctan h_x)]\,
\frac{h_{xx}}{1+h_x^2}.\tag{2}$$

For small slopes $S_x=\Omega J\delta\cos2\theta$. For angle-dependent $\delta$,

$$S_x=\Omega J\,\frac{d}{d\theta}\left[\delta(\theta)\sin\theta\cos\theta\right],\tag{6}$$

and $\delta\propto\cos^p\theta$ gives the threshold $\tan^2\theta=1/(1+p)$.

Viscous flow in a film of thickness $d_f$ and viscosity $\eta$, driven by surface tension $\gamma$, adds $-Bh_{xxxx}$, with $B=\gamma d_f^3/(3\eta)$ for a thin film. For negative $S_x$, the fastest-growing wavelength and its growth rate are

$$\lambda_*=2\pi\sqrt{\frac{2B}{|S_x|}},\qquad
r_*=\frac{S_x^2}{4B}.\tag{8}$$

In the film, $\zeta$ is the height above the lower boundary, $u(\zeta)$ the velocity along $x$, and $Q$ the volume flow per length along $y$, with $h_t=-Q_x$.

The example is argon on silicon: $J=12.48$ ions/(nm² s), $\Omega=0.020$ nm³, $\delta=3.0$ nm, $\Omega J\delta=0.749$ nm²/s, $\gamma=1$ N/m, $d_f=3$ nm, $\eta=10^9$ Pa s, $B=9.0$ nm⁴/s. At $60^\circ$, redistribution with viscous flow selects $43.6$ nm, with an $e$-folding time of $257$ s.

A second derivation follows individual ions to a ripple $h=A\cos ku$. Here $u$ is the horizontal coordinate along the wavevector, at angle $\phi$ to the projected beam, with $d_u=\sin\theta\cos\phi$ and $d_z=-\cos\theta$. Ion paths cross $z=0$ at evenly distributed labels $u_0$, with $J\cos\theta$ ions per time and area. To first order in $A$, a point at path length $\xi$ beyond impact has the nearest surface point

$$u(\xi)=w+\frac{d_u}{d_z}h(w-\xi d_u)+\xi d_zh'(w),\tag{9}$$

where $w=u_0+\xi d_u$.

### Change of the ripple amplitude

Let an atom start at path length $\xi_1$ behind the impact point and stop at $\xi_2=\xi_1+\ell$. The height falls at $u(\xi_1)$ and rises at $u(\xi_2)$. The amplitude of the ripple is the projection $A=2\langle h\cos ku\rangle$, with the average taken over a period. Since each atom carries the volume $\Omega$,

$$\dot A=2\Omega JN\cos\theta\,
\left\langle\cos ku(\xi_2)-\cos ku(\xi_1)\right\rangle,\tag{10}$$

where the average now runs over the ion labels $u_0$. A sine component may arise as well. It describes a shift of the ripple along $u$ and does not alter the amplitude at first order in time.

To evaluate the average, write equation (9) as $u=w+\varepsilon$ with $\varepsilon$ proportional to $A$. Then $\cos ku\simeq\cos kw-k\varepsilon\sin kw$. The first term averages to zero. The two parts of $\varepsilon$ require

$$\langle\cos(kw-k\xi d_u)\sin kw\rangle=\tfrac12\sin(k\xi d_u),
\qquad \langle\sin^2kw\rangle=\tfrac12 .$$

In the third term of equation (9), $h'(w)=-Ak\sin kw$, so this contribution to the average is positive before the sign of $d_z$ is considered. Altogether,

$$\langle\cos ku(\xi)\rangle=\frac A2\left[k^2\xi d_z-
k\frac{d_u}{d_z}\sin(k\xi d_u)\right].$$

Subtract the values at $\xi_2$ and $\xi_1$, insert the difference in equation (10), and use $\cos\theta=-d_z$:

$$\dot A=-\Omega JN A\left\{k^2\ell d_z^2-
kd_u\left[\sin(k\xi_2d_u)-\sin(k\xi_1d_u)\right]\right\}.$$

Define $S(k)$ by $\dot A=-S(k)k^2A$. Then

$$S(k)=\Omega JN\left\{\ell d_z^2-\frac{d_u}{k}
\left[\sin(k\xi_2d_u)-\sin(k\xi_1d_u)\right]\right\}.\tag{11}$$

For ripples long compared with both path lengths, each sine may be replaced by its argument. The difference becomes $k\ell d_u$, and

$$S=\Omega J\delta\,(d_z^2-d_u^2)
=\Omega J\delta(\cos^2\theta-\sin^2\theta\cos^2\phi).$$

At $\phi=0$ this is $\Omega J\delta\cos2\theta$, and at $\phi=90^\circ$ it is $\Omega J\delta\cos^2\theta$. The starting depth has dropped out at this order.

The cubic terms of the sines give the first correction:

$$S(k)\simeq\Omega J\delta\left[d_z^2-d_u^2+
\frac{k^2d_u^4}{6}(\xi_1^2+\xi_1\xi_2+\xi_2^2)\right].$$

It is positive and therefore weakens roughening. For $\xi_1=1.0$ nm and $\xi_2=1.5$ nm, numerical ray tracing at $60^\circ$ and the $43.6$ nm wavelength gives $0.98$ of the long-wave coefficient, in agreement with equation (11).

### A beam with angular spread

The result is quadratic in the beam direction, which makes the effect of a spread simple. Let the ion directions be distributed with axial symmetry about a mean direction $\mathbf d_0$, at angles $\chi$ from it. Averaging over the azimuth about $\mathbf d_0$ gives, for Cartesian components $i$ and $m$,

$$\langle d_id_m\rangle=\cos^2\chi\,d_{0i}d_{0m}
+\tfrac12\sin^2\chi\,(\delta_{im}-d_{0i}d_{0m}),$$

where $\delta_{im}$ is one for equal indices and zero otherwise. In the difference of the $zz$ and $xx$ components, the terms with $\delta_{im}$ cancel:

$$\langle d_z^2-d_x^2\rangle=
\left(\cos^2\chi-\tfrac12\sin^2\chi\right)\cos2\theta
=\tfrac12(3\cos^2\chi-1)\cos2\theta .$$

The spread reduces the magnitude and leaves the $45^\circ$ threshold in place, provided that $\delta$ is constant and no direction in the beam causes shadowing. For a distribution proportional to $e^{-\chi^2/2\sigma^2}\sin\chi$, with $\sigma=5^\circ$ and a cutoff at $29^\circ$, the reduction factor is $0.977$.

### What the two derivations assume

Both derivations assume independent ions, a net displacement along the beam, and relaxation along the local normal. Neither includes loss of atoms. They differ in the limits they take.

The current derivation is local. It needs ripples long compared with the atomic paths, but it admits finite slopes and a displacement that depends on the local angle. The position derivation needs small amplitudes, but it admits finite wavelengths and makes the role of recoil depth explicit. Their common region is a long ripple of small slope.

Numerical ray tracing tests both without using equation (1) or the expansion in $A$. It finds the impact points and the nearest surface points on the actual curved surface. For a $2000$ nm ripple, seven incidence angles from $0^\circ$ to $75^\circ$ and three azimuths, the largest deviation from the long-wave result was $7.5\times10^{-6}$ of $\Omega J\delta$. For a maximum slope of $0.3$ at $50^\circ$, the traced amplitude rate and equation (2) both correspond to a coefficient of $-0.122$ nm²/s. The small-slope value is $0.749\cos100^\circ=-0.130$ nm²/s, so finite slope weakens the roughening by about $6\%$ in this case.

The shared assumption of normal relaxation can be examined too. Vertical relaxation removes the last term of equation (9), and with it $d_z^2$ from the result. Ray tracing with this rule gave $-0.187$ nm²/s at $30^\circ$, where normal relaxation gives $+0.375$ nm²/s. Agreement between the two derivations therefore does not establish the relaxation rule. That rule is a physical assumption about the irradiated solid.

### Erosion and the total threshold

Sputtering adds its own curvature coefficient. In a simple model, an ion deposits energy in an isotropic Gaussian of width $s$, centred at a distance $a$ along its path. The local erosion speed is proportional to the energy density at the surface. Consider the point $x=0$ of a surface $h=\kappa x^2/2$. Ions arrive at the rate $J(\cos\theta+\kappa x\sin\theta)$ per horizontal area. The squared distance from the origin to the energy centre, apart from $y^2$, is

$$R^2=(x+a\sin\theta)^2+(\kappa x^2/2-a\cos\theta)^2 .$$

For $\kappa=0$ the erosion speed is $\Omega JY(\theta)\cos\theta$. The exponential of $-a^2\cos^2\theta/(2s^2)$ gives the yield $Y(\theta)=Y(0)\exp[a^2\sin^2\theta/(2s^2)]$.

To first order in $\kappa$, $R^2$ changes by $-\kappa x^2a\cos\theta$, which multiplies the Gaussian by $1+\kappa x^2a\cos\theta/(2s^2)$. The flat-surface Gaussian has $\langle x\rangle=-a\sin\theta$ and $\langle x^2\rangle=s^2+a^2\sin^2\theta$. The erosion speed $V$ therefore changes at the rate

$$\frac{dV}{d\kappa}=\Omega JY\left[\sin\theta\langle x\rangle
+\frac{a\cos^2\theta}{2s^2}\langle x^2\rangle\right].$$

Since erosion lowers the surface, $h_t=-V$, and its curvature coefficient is

$$S_{\rm ero}=-\Omega JYa\left[\frac{\cos^2\theta}{2}
\left(1+\frac{a^2\sin^2\theta}{s^2}\right)-\sin^2\theta\right].\tag{12}$$

With $Y(0)=0.30$, $a=1.5$ nm and $s=1.0$ nm, this is $-0.056$ nm²/s at normal incidence and $+0.108$ nm²/s at $60^\circ$. The latter opposes $29\%$ of the redistributive roughening. At $45^\circ$ the two terms in the bracket nearly cancel, leaving $-0.006$ nm²/s. The threshold for redistribution plus erosion is $44.7^\circ$. Its closeness to $45^\circ$ is a property of these parameters. The model yield also rises all the way to grazing incidence, where reflection reduces a real yield, so equation (12) should not be used there.

### Stress in the irradiated film

Ion-induced stress can produce a curvature term of the same angular form. Suppose that irradiation makes the film tend to contract along the beam and expand across it, at the strain rate $q(\mathbf I-3\mathbf d\mathbf d)$, where $\mathbf I$ is the unit tensor. This tensor has zero trace and conserves volume. With $\mathbf E$ the actual strain rate, the stress is

$$\boldsymbol\Sigma=-p\mathbf I+2\eta[\mathbf E-q(\mathbf I-3\mathbf d\mathbf d)].$$

On a flat film the shear stress must vanish at the free surface. Since $d_xd_z=-\sin\theta\cos\theta$,

$$0=\eta u_\zeta-6\eta q\sin\theta\cos\theta,
\qquad u_\zeta=3q\sin2\theta .$$

The velocity is $u=3q\zeta\sin2\theta$, and the volume flow is $Q=\tfrac32qd_f^2\sin2\theta$. On a gently sloping surface $\theta$ becomes $\theta-\alpha$. Conservation then gives, by the same differentiation as before,

$$S_{\rm stress}=3qd_f^2\cos2\theta .$$

The rate $q$ can be expressed through the in-plane stress at normal incidence. With no lateral strain, zero normal stress requires $p=4\eta q$, and the in-plane stress is $-p-2\eta q=-6\eta q$. Its compressive magnitude is $T=6\eta q$, so

$$S_{\rm stress}=\frac{Td_f^2}{2\eta}\cos2\theta .$$

For $T=0.2$ GPa the prefactor is $0.90$ nm²/s, larger than the redistributive $0.749$ nm²/s. A measured $\cos2\theta$ dependence would therefore not by itself identify redistribution as the cause. The common threshold requires $q$ to be independent of angle and the lower boundary of the film to follow the surface at constant vertical depth. Oblique ions may instead shift that boundary along the beam, by $d_f\tan\theta$ horizontally. The film thickness then changes by $h_xd_f\tan\theta$ on a gentle slope, and the coefficient becomes $3qd_f^2(\cos2\theta-\sin2\theta\tan\theta)=3qd_f^2(1-4\sin^2\theta)$, with a threshold at $30^\circ$. In this example, the threshold for redistribution, erosion and stress together would fall from about $45^\circ$ to about $34^\circ$ with $d_f$ held at $3$ nm, or to about $35^\circ$ if the path length along the beam is held at $3$ nm, so that $d_f=3\cos\theta$ nm. The estimates here keep the depth constant. If $q$ followed the ion arrivals per surface area, the flow would vary as $\sin\psi\cos^2\psi$, and the threshold would be that of equation (6) with $p=1$, about $35^\circ$.

### Bearing on ion processing of silicon

The example lies in the regime of tilted-beam etching of silicon at a few hundred electronvolts, where a disordered surface film a few nanometres thick is typical. The flux and atomic density are reasonable rough values. The displacement, viscosity and stress are much less certain. In plasma etching the sheath directs ions nearly along the wafer normal, so large incidence angles occur on steep features such as sidewalls. Reflection at such angles breaks the assumption of constant $\delta$. The choice $\delta\propto\cos^{0.5}\theta$ moves the redistributive threshold from $45^\circ$ to $39^\circ$. Reactive etching, deposition, and heating that anneals the damage lie outside the model.

The selected wavelength is sensitive to the other effects too. At $60^\circ$, redistribution, erosion and stress add to

$$-0.375+0.108-0.450\simeq-0.72\ \mathrm{nm^2/s}.$$

With the thin-film value of $B$, equation (8) would give about $31.5$ nm. At the original $43.6$ nm, however, the full linear viscous-flow solution for a film of finite depth gives $0.75$ of the thin-film damping rate. With the full film solution for viscous flow and stress, and the long-wave coefficients for redistribution and erosion, the fastest growth between $15$ and $150$ nm occurs near $29$ nm, with an $e$-folding time of about $82$ s. Finite-wavelength corrections to those two coefficients shift these values by only a few percent. The simpler estimate was $43.6$ nm and $257$ s. If the lower boundary of the film is instead shifted along the beam by $d_f\tan\theta$, the long-wave stress coefficient at $60^\circ$ is $-1.8$ nm²/s instead of $-0.45$ nm²/s, and the fastest growth moves to about $24$ nm with an $e$-folding time of about $21$ s. These values show the sensitivity to uncertain film properties and are not a prediction for a particular process.

For a flat initial surface, an incidence angle well below the total threshold favours smoothing along the beam. This guidance holds when redistribution and stress with the angular dependences derived here outweigh erosion, and when chemistry does not control the profile. In the example the threshold with stress included lies between about $34^\circ$ and $45^\circ$, depending on how the lower boundary of the film responds. The value $44.7^\circ$ includes erosion but not stress.

## Computed results

```
Ion current density: 0.2 mA/cm2
Ion flux J: 12.483 ions/(nm2 s)
Atomic volume Omega: 0.020 nm3
Displaced atoms per ion: 6
Displacement per atom: 0.5 nm
Total displacement delta: 3.0 nm
Omega J delta: 0.7490 nm2/s = 7.490e-19 m2/s
Coefficients in nm2/s: angle, S_x, S_y, S_x of erosion
   0 deg:   0.7490   0.7490  -0.0562
  30 deg:   0.3745   0.5617  -0.0500
  45 deg:   0.0000   0.3745  -0.0062
  60 deg:  -0.3745   0.1872   0.1082
  75 deg:  -0.6486   0.0502   0.2661
Traced S_x at 30 deg: 0.3745 nm2/s
Traced S_x at 60 deg: -0.3745 nm2/s
Largest tracing error / (Omega J delta): 7.5e-06
60 deg, displacement-turning part: 0.1872 nm2/s
60 deg, flux-variation part: -0.5617 nm2/s
30 deg, traced, vertical relaxation: -0.1872 nm2/s
50 deg, slope 0.3, traced S: -0.1219 nm2/s
50 deg, slope 0.3, formula S: -0.1219 nm2/s
Decay time, 100 nm ripple, 30 deg: 676 s
Viscous / redistribution decay rate there: 0.095
Film thickness: 3.0 nm; viscosity: 1.0e+09 Pa s
Surface tension: 1.0 N/m
Viscous coefficient B: 9.00 nm4/s
Selected wavelength at 60 deg: 43.6 nm
Amplitude e-folding time at 60 deg: 257 s
Normal-incidence sputter yield: 0.30 atoms/ion
Energy depth a: 1.5 nm; width s: 1.0 nm
Sputter yield at 60 deg: 0.698 atoms/ion
Erosion speed at 60 deg: 0.0871 nm/s
Depth eroded in one e-folding: 22.4 nm
Threshold with erosion: 44.71 deg
Exponent p for delta ~ cos^p: 0.5
Threshold for that delta: 39.23 deg
Beam spread parameter: 5 deg
Factor on cos(2 theta) from spread: 0.9774
Film stress magnitude: 0.2 GPa
Stress prefactor of cos(2 theta): 0.900 nm2/s
Full / thin-film viscous rate at selected k: 0.749
Recoil path before displacement: 1.0 nm
Traced / long-wave S_x at selected k: 0.9815
60 deg wavelength, erosion+stress+full film: 28.9 nm
60 deg e-folding time with these: 82 s
```
